# Type A effective diffusivity along parallel fast paths with solute segregation, part 1

(Sections cited here and not found follow in the second part.)

## Segregation and the averaged diffusion law

In a lattice crossed by thin parallel boundary plates, half a nanometre wide and one micrometre apart, the plates fill 0.05 % of the volume. At 900 K, with the parameters given below, solute nevertheless spreads along the plates with a diffusivity \(1.7\times10^4\) times that of the lattice. If the solute had no preference for the boundary, the same structure would give a diffusivity 53 times smaller. Two questions follow: how so small a volume can control the transport, and why an attraction that holds solute in the boundary speeds up its spreading.

Let lattice slabs of width \(d\) alternate along \(x\) with boundary plates of width \(\delta\). The diffusivities are \(D_l\) in the lattice and \(D_b\) in the boundary, each constant and isotropic within its region. The solute spreads along \(y\), parallel to the plates, and nothing depends on the third coordinate. The plates are continuous and do not move. The concentrations \(c_l\) and \(c_b\) count solute per unit volume of the region concerned. The example has \(d=1\) μm and \(\delta=0.5\) nm, and it describes a model, not a particular material.

The first ingredient is the equilibrium between the two regions. Suppose that a region offers \(M\) equivalent sites, each holding at most one solute atom, and that \(n\) of them are filled. Let each solute atom contribute a free energy \(\varepsilon\), and let solute atoms not interact apart from excluding one another from a site. The free energy is

\[
F(n)=n\varepsilon-k_BT\ln\frac{M!}{n!\,(M-n)!}.
\]

For large numbers \(\mathrm{d}\ln n!/\mathrm{d}n\approx\ln n\). The logarithm of the binomial coefficient therefore has the derivative \(-\ln n+\ln(M-n)\), and the chemical potential is

\[
\mu=\frac{\mathrm{d}F}{\mathrm{d}n}=\varepsilon+k_BT\ln\frac{n}{M-n}
=\varepsilon+k_BT\ln\frac{\theta}{1-\theta},\qquad \theta=\frac nM .
\]

In equilibrium \(\mu\) has the same value in lattice and boundary:

\[
\varepsilon_b+k_BT\ln\frac{\theta_b}{1-\theta_b}
=\varepsilon_l+k_BT\ln\frac{\theta_l}{1-\theta_l}.
\]

Let \(E_s\) be the difference \(\varepsilon_l-\varepsilon_b\) expressed per mole, so that a positive \(E_s\) means attraction to the boundary. Moving \(\varepsilon_b\) to the right, dividing by \(k_BT\) and taking the exponential gives McLean's segregation law,

\[
\frac{\theta_b}{1-\theta_b}=K\,\frac{\theta_l}{1-\theta_l},\qquad K=e^{E_s/RT}.
\]

When both occupancies are small, the factors \(1-\theta\) can be replaced by one, and \(\theta_b=K\theta_l\). With \(N_b\) and \(N_l\) sites per unit volume, \(c_b=N_b\theta_b\) and \(c_l=N_l\theta_l\), so

\[
c_b=s\,c_l,\qquad s=\frac{N_b}{N_l}\,e^{E_s/RT}.
\]

The segregation factor \(s\) is then independent of concentration, which keeps the diffusion problem linear. The condition is stricter for the boundary than for the lattice: with \(K\gg1\) it reads \(K\theta_l\ll1\), not merely \(\theta_l\ll1\).

In the example \(E_s=30\) kJ/mol and the site densities are equal. At 900 K, \(E_s/RT=4.009\), and \(s=e^{4.009}=55.1\). For a lattice occupancy of \(10^{-4}\) the dilute law gives \(\theta_b=5.51\times10^{-3}\), while the law with site exclusion gives \(5.48\times10^{-3}\). The dilute value is too high by 0.5 % of the latter, so a constant \(s\) is adequate here. A direct sum over the ways of distributing solute atoms on a finite set of sites confirms both laws in their ranges. It also shows the dilute law failing when the boundary is substantially filled.

The second ingredient is transport. Inside the two regions

\[
\partial_t c_l=D_l(\partial_x^2+\partial_y^2)c_l,\qquad
\partial_t c_b=D_b(\partial_x^2+\partial_y^2)c_b .
\]

Two conditions hold at every interface. Atoms are assumed to cross it fast enough for the concentrations on its two faces to be in equilibrium, and no solute is created or lost there:

\[
c_b=s\,c_l,\qquad D_b\,\partial_xc_b=D_l\,\partial_xc_l .
\]

The first condition makes the concentration jump. The quantity that is continuous is the chemical potential, so a concentration step of ratio \(s\) drives no flux.

To obtain an equation for the mean concentration, take one period, with the lattice slab at \(-d/2<x<d/2\) and the plate at \(d/2<x<d/2+\delta\). Let angle brackets denote the average over the width of a region. Integrating each diffusion equation over its width gives

\[
d\,\partial_t\langle c_l\rangle=D_l d\,\partial_y^2\langle c_l\rangle
+D_l\,\partial_xc_l\big|_{d/2}-D_l\,\partial_xc_l\big|_{-d/2},
\]

\[
\delta\,\partial_t\langle c_b\rangle=D_b\delta\,\partial_y^2\langle c_b\rangle
+D_b\,\partial_xc_b\big|_{d/2+\delta}-D_b\,\partial_xc_b\big|_{d/2}.
\]

The terms evaluated at the interfaces describe exchange between the regions. At \(x=d/2\) flux continuity makes the lattice term equal to the boundary term, and they enter with opposite signs. The interface at \(x=d/2+\delta\) is equivalent to the one at \(x=-d/2\), provided that the concentration repeats from period to period, so those terms cancel as well. The sum of the two equations is

\[
\partial_t\big(d\langle c_l\rangle+\delta\langle c_b\rangle\big)
=\partial_y^2\big(D_l d\langle c_l\rangle+D_b\delta\langle c_b\rangle\big).
\]

No approximation has entered this balance, but it is one equation for two unknown averages. It becomes a diffusion law if the section is close to equilibrium throughout its width, so that the averages also obey

\[
\langle c_b\rangle=s\langle c_l\rangle .
\]

This is a stronger statement than equilibrium at the interface. In general it requires that solute has had time to diffuse across the lattice slab while the profile along \(y\) has changed little. It is the defining assumption of Harrison's type A regime, and the second half of the text determines when it holds. Inserting it gives

\[
(d+s\delta)\,\partial_t\langle c_l\rangle=(D_l d+s\delta D_b)\,\partial_y^2\langle c_l\rangle .
\]

The mean concentration over the whole period is

\[
\bar c=\frac{d\langle c_l\rangle+\delta\langle c_b\rangle}{d+\delta}
=\frac{d+s\delta}{d+\delta}\,\langle c_l\rangle ,
\]

a constant multiple of \(\langle c_l\rangle\). It therefore obeys the same equation, \(\partial_t\bar c=D_{\rm eff}\,\partial_y^2\bar c\), with

\[
D_{\rm eff}=\frac{D_l d+s\delta D_b}{d+s\delta}.
\]

The amount of solute in the plate, as a fraction of the amount in the period, is

\[
p=\frac{\delta\langle c_b\rangle}{d\langle c_l\rangle+\delta\langle c_b\rangle}
=\frac{s\delta}{d+s\delta}.
\]

Since \(1-p=d/(d+s\delta)\), the effective diffusivity can be written as

\[
D_{\rm eff}=(1-p)D_l+pD_b .
\]

This is Hart's average with the boundary weighted by its equilibrium occupancy. For one atom in equilibrium, \(p\) is the probability of being in a plate at any given moment, and hence also the mean fraction of its time spent there. For \(s=1\) it reduces to the volume fraction \(g=\delta/(d+\delta)\), which is the weight appropriate to self-diffusion when both regions have the same site density. Dividing numerator and denominator by \(d+\delta\) gives the form in terms of \(g\):

\[
D_{\rm eff}=\frac{(1-g)D_l+g\,s\,D_b}{(1-g)+g\,s}.
\]

The numerator and the denominator have separate meanings. If \(c_l\) has a uniform gradient along \(y\) and \(c_b=sc_l\), the flux averaged over the section is

\[
\bar J=-\big[(1-g)D_l+g\,s\,D_b\big]\,\partial_yc_l .
\]

The bracket is a conductance referred to the lattice concentration. It grows without limit as \(s\) increases, because a richer boundary carries more solute for the same lattice gradient. The denominator is a storage capacity, \(\bar c/c_l\). A richer boundary must also be filled before the profile can advance. Diffusivity describes the rate of spreading and is the ratio of the two. A steady permeation measurement gives the conductance if the lattice concentrations at the two ends are known and the plates are in equilibrium with the lattice there. The broadening of a profile in the type A regime gives \(D_{\rm eff}\).

The answer to the second opening question follows from the weighted average. Its derivative with respect to \(p\) is \(D_b-D_l\), and \(p\) increases with \(s\). Attraction to the boundary therefore accelerates spreading if the boundary is the faster region, and slows it if the boundary is the slower one. An atom held in a fast plate is not immobilised, because it continues to move along the plate. Repulsion, \(s<1\), weakens the effect of a fast boundary, and for \(s\to0\) the lattice value \(D_l\) remains.

For the numbers, both diffusivities are given the prefactor \(10^{-5}\) m²/s, with activation energies \(Q_l=200\) kJ/mol and \(Q_b=100\) kJ/mol. At 900 K this gives \(D_l=2.469\times10^{-17}\) m²/s and \(D_b=1.571\times10^{-11}\) m²/s. The ratio \(s\delta/d\) is \(55.1\times0.5\times10^{-3}=0.02755\), so

\[
p=\frac{0.02755}{1.02755}=0.0268 .
\]

Segregation has raised the boundary's share of the solute from 0.05 % to 2.7 %. The two contributions to the effective diffusivity are

\[
pD_b=4.21\times10^{-13}\ \text{m}^2/\text{s},\qquad
(1-p)D_l=2.40\times10^{-17}\ \text{m}^2/\text{s}.
\]

Their sum is \(D_{\rm eff}=4.21\times10^{-13}\) m²/s, or 0.421 μm²/s. The lattice stores 97 % of the solute and contributes less than 0.01 % of \(D_{\rm eff}\). This answers the first question: the small share of solute in the plates is multiplied by a diffusivity more than five orders of magnitude larger.

Without segregation, \(D_{\rm eff}=7.88\times10^{-15}\) m²/s, and the gain is 53.5 rather than the full factor \(s=55.1\). Most of the difference comes from storage. The boundary fraction rises by \(0.02681/0.00049975=53.6\), because the denominator of \(p\) rises too. The small remainder arises because the lattice contributes 0.3 % of the diffusivity when \(s=1\) and does not grow with \(s\).

If the capacity were omitted and the conductance taken for the diffusivity, the result would be \(4.33\times10^{-13}\) m²/s, which is 2.7 % above \(D_{\rm eff}\). The error is small here because \(s\delta/d\) is small, but it grows with segregation. With the same widths and diffusivities, \(D_{\rm eff}/D_b\) is 0.048 for \(s=10^2\), 0.83 for \(s=10^4\) and 0.998 for \(s=10^6\). It approaches one because nearly all the solute then resides in the plates. This saturation is distinct from the filling of boundary sites. It occurs within the dilute law, which at such large \(s\) demands a correspondingly low lattice occupancy.

Segregation also changes the temperature dependence. Let the prefactors, \(E_s\) and \(N_b/N_l\) be independent of temperature, and define the apparent activation energy by

\[
Q_{\rm app}=-R\,\frac{\mathrm{d}\ln D_{\rm eff}}{\mathrm{d}(1/T)} .
\]

With \(r=s\delta/d\) and \(u=1/T\), the effective diffusivity is \((D_l+rD_b)/(1+r)\), and its ingredients vary as

\[
\frac{\mathrm{d}D_l}{\mathrm{d}u}=-\frac{Q_l}{R}D_l,\qquad
\frac{\mathrm{d}D_b}{\mathrm{d}u}=-\frac{Q_b}{R}D_b,\qquad
\frac{\mathrm{d}r}{\mathrm{d}u}=+\frac{E_s}{R}\,r .
\]

The last sign is positive because cooling strengthens segregation. By the product rule, \(rD_b\) has the derivative \(-(Q_b-E_s)rD_b/R\). The logarithm of the denominator has the derivative \((E_s/R)\,r/(1+r)=pE_s/R\). Subtracting the second logarithmic derivative from the first and multiplying by \(-R\) gives

\[
Q_{\rm app}=\frac{D_lQ_l+rD_b(Q_b-E_s)}{D_l+rD_b}+pE_s .
\]

When the boundary dominates transport and holds little of the solute, this tends to \(Q_b-E_s\). Heating makes the boundary faster but also empties it. In the example \(Q_b-E_s=70\) kJ/mol, the storage term adds \(0.0268\times30=0.80\) kJ/mol, and the small lattice share adds 0.01 kJ/mol, for a total of 70.8 kJ/mol. Numerical differentiation of \(D_{\rm eff}\) gives the same value. Without segregation the result is 100.3 kJ/mol. An activation energy measured in this regime is therefore not that of diffusion along the boundary alone. If the solute instead resides mainly in the plates, \(p\to1\), the two terms in \(E_s\) cancel and \(Q_b\) is recovered, provided that the plates still dominate transport.

If the section is close to equilibrium throughout its width, the mean concentration spreads with \(D_{\rm eff}=(1-p)D_l+pD_b\), so a small share of solute in fast plates can control the transport, and attraction to them speeds up the spreading. It remains to determine when that assumption of equilibrium across the section holds.

Numbers in the example were calculated in double precision.
